# Dopant Loss Through a Surface: From Linear to Square-Root Time: test program

```python
"""
Result under test: dopant loss from a uniformly doped half-space x > 0.
  C_t = D C_xx,  D C_x(0,t) = h C(0,t),  C(x,0) = C0
  C(0,t)/C0 = w(tau) = exp(tau) erfc(sqrt(tau)),  tau = h^2 t / D
  Q(t) = C0 (D/h) [w(tau) - 1 + 2 sqrt(tau/pi)]
C: concentration, C0: its initial value, D: diffusivity (nm^2/s),
h: surface transfer coefficient (nm/s), Q: dose lost per area.
Inside the program C is in units of C0, so a dose is a length in nm.
The finite-volume solver knows only the balance law, no error functions.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import erf, erfcx

# Rough values for arsenic in silicon with a bare surface at 1100 C
D = 3.0                  # nm^2/s
H = 0.5                  # nm/s
C0 = 1.0e18              # cm^-3
T_CELSIUS = 1100.0
T = T_CELSIUS + const.zero_Celsius
N_INTRINSIC = 1.0e19     # cm^-3, rough, at the anneal temperature
E_DIFF, E_TRANSFER = 4.0, 2.0   # eV, rough activation energies
T_MAIN = 10.0            # s
RAMP_RATE, RAMP_SPAN = 150.0, 300.0   # K/s and K
K_EV = const.k / const.e
DOSE_UNIT = C0 * 1e-7    # cm^-2 for each nm of lost dose


def w(tau):
    return erfcx(np.sqrt(tau))


def reduced_dose(tau):
    return w(tau) - 1 + 2 * np.sqrt(tau / np.pi)


def lost(t, d=D, h=H):
    return d / h * reduced_dose(h * h * t / d)


def exponent(tau):
    return tau * w(tau) / reduced_dose(tau)


def profile(x, t, d=D, h=H):
    z = x / (2 * np.sqrt(d * t))
    return erf(z) + np.exp(-z * z) * erfcx(z + h * np.sqrt(t / d))


def missing_dose(t, d=D, h=H):
    """Dose from the depleted profile, by quadrature over depth."""
    return quad(lambda x: 1 - profile(x, t, d, h), 0,
                14 * np.sqrt(d * t), epsabs=1e-12, epsrel=1e-11,
                limit=200)[0]


def arrhenius(energy, temperature):
    return np.exp(-energy / K_EV * (1 / temperature - 1 / T))


def extrinsic_factor(c):
    """Singly charged defect transport times built-in field factor."""
    q = c * C0 / N_INTRINSIC
    return (q / 2 + np.sqrt(q * q / 4 + 1)) * (1 + q / np.sqrt(q * q + 4))


def simulate(t_hold, nodes=401, h=H, recession=0.0, layer=0.0,
             extrinsic=False, ramp=False):
    """Finite-volume solution: depth, concentration, dose lost by crystal.

    layer: depth of crystal holding as much dopant as the surface layer
    does at equal surface concentration. recession: surface speed in nm/s.
    """
    t_ramp = RAMP_SPAN / RAMP_RATE if ramp else 0.0
    t_end = t_hold + 2 * t_ramp
    depth = 12 * np.sqrt(D * t_end)
    s = np.linspace(0, 1, nodes)
    x = depth * np.sinh(4 * s) / np.sinh(4)
    dx = np.diff(x)
    width = np.zeros(nodes)
    width[:-1] += dx / 2
    width[1:] += dx / 2
    capacity = width.copy()
    capacity[0] += layer
    start = np.ones(nodes)
    start[0] = width[0] / capacity[0]   # surface layer starts empty

    def rate(t, c):
        d_now, h_now = D, h
        if ramp:
            away = max(t_ramp - t, t - t_ramp - t_hold, 0.0)
            temp = T - RAMP_RATE * away
            d_now = D * arrhenius(E_DIFF, temp)
            h_now = h * arrhenius(E_TRANSFER, temp)
        middle = (c[1:] + c[:-1]) / 2
        d_face = d_now * extrinsic_factor(middle) if extrinsic else d_now
        toward = d_face * np.diff(c) / dx + recession * middle
        change = np.zeros(nodes)
        change[:-1] += toward
        change[1:] -= toward
        change[0] -= (h_now + recession) * c[0]
        change[-1] += recession
        return change / capacity

    run = solve_ivp(rate, (0, t_end), start, method="LSODA", rtol=1e-7,
                    atol=1e-10, lband=1, uband=1,
                    max_step=0.1 if ramp else np.inf)
    assert run.success
    c = run.y[:, -1]
    return x, c, np.sum(width * (1 - c)) + recession * t_end


# Diffusion equation and surface condition, by high-precision derivatives
mp.mp.dps = 40
d_mp, h_mp = mp.mpf(D), mp.mpf(H)


def profile_mp(x, t):
    z = x / (2 * mp.sqrt(d_mp * t))
    return mp.erf(z) + (mp.exp(h_mp * x / d_mp + h_mp**2 * t / d_mp)
                        * mp.erfc(z + h_mp * mp.sqrt(t / d_mp)))


for x0, t0 in ((1, 2), (7, 10), (20, 90)):
    point = (mp.mpf(x0), mp.mpf(t0))
    residual = (mp.diff(profile_mp, point, (0, 1))
                - d_mp * mp.diff(profile_mp, point, (2, 0)))
    assert abs(residual) < 1e-12
    slope = mp.diff(lambda x: profile_mp(x, point[1]), mp.mpf(0))
    assert abs(d_mp * slope - h_mp * profile_mp(mp.mpf(0), point[1])) < 1e-12
assert abs(profile_mp(mp.mpf(1), mp.mpf("1e-4")) - 1) < 1e-20

# Integral over the fixed-surface solution gives the profile
for x0, t0 in ((0.0, 1.0), (0.0, 10.0), (5.0, 10.0), (8.0, 100.0)):
    value = quad(lambda y: H / D * np.exp(-H * y / D)
                 * erf((x0 + y) / (2 * np.sqrt(D * t0))),
                 0, 45 * D / H, epsabs=1e-12, limit=200)[0]
    assert abs(value - profile(x0, t0)) < 1e-9

# Lost dose: surface flux over time and missing dose over depth
for t0 in (0.1, 10.0, 1000.0):
    flux_dose = quad(lambda r: 2 * r * H * w(H * H * r * r / D),
                     0, np.sqrt(t0), epsabs=1e-12)[0]
    assert abs(flux_dose / lost(t0) - 1) < 1e-8
    assert abs(missing_dose(t0) / lost(t0) - 1) < 1e-7

# Finite-volume solution at short, middle and long times
worst_profile = worst_dose = 0.0
for t0 in (0.1, T_MAIN, 1000.0):
    x_grid, c_grid, loss_grid = simulate(t0)
    worst_profile = max(worst_profile,
                        np.max(np.abs(c_grid - profile(x_grid, t0))))
    worst_dose = max(worst_dose, abs(loss_grid / lost(t0) - 1))
    if t0 == T_MAIN:
        base = loss_grid
        surface_grid = c_grid[0]
assert worst_profile < 1e-3 and worst_dose < 2e-3
coarse = simulate(T_MAIN, nodes=201)[2]
mesh_shift = coarse / base - 1
assert abs(mesh_shift) < 1e-3

# Short-time and long-time expansions
def dose_mp(tau):
    return (mp.exp(tau) * mp.erfc(mp.sqrt(tau)) - 1
            + 2 * mp.sqrt(tau / mp.pi))


small, large = mp.mpf("1e-6"), mp.mpf("1e4")
third = (dose_mp(small) - small
         + 4 * small**mp.mpf("1.5") / (3 * mp.sqrt(mp.pi))) / small**2
assert abs(third - 0.5) < 1e-3
tail = (dose_mp(large) - 2 * mp.sqrt(large / mp.pi) + 1)
assert abs(tail * mp.sqrt(mp.pi * large) - 1) < 1e-3

# Exponent and sensitivities against differences of the missing dose
step = 1e-3
for t0 in (0.5, T_MAIN, 300.0):
    n0 = exponent(H * H * t0 / D)
    up, down = np.exp(step), np.exp(-step)
    by_t = np.log(missing_dose(t0 * up) / missing_dose(t0 * down))
    by_h = np.log(missing_dose(t0, h=H * up) / missing_dose(t0, h=H * down))
    by_d = np.log(missing_dose(t0, d=D * up) / missing_dose(t0, d=D * down))
    assert abs(by_t / (2 * step) - n0) < 1e-5
    assert abs(by_h / (2 * step) - (2 * n0 - 1)) < 1e-5
    assert abs(by_d / (2 * step) - (1 - n0)) < 1e-5

# Steady fall of the exponent, and the two upper bounds
scan = np.logspace(-4, 6, 400)
n_scan = exponent(scan)
assert np.all(np.diff(n_scan) < 0)
assert np.all((n_scan < 1) & (n_scan > 0.5))
assert np.all(reduced_dose(scan)
              < np.minimum(scan, 2 * np.sqrt(scan / np.pi)))

# Crossing of the limiting laws and the width of the crossover
tau_cross = brentq(lambda u: u - 2 * np.sqrt(u / np.pi), 0.1, 10)
assert abs(tau_cross - 4 / np.pi) < 1e-9
tau_linear = brentq(lambda u: u / reduced_dose(u) - 1.1, 1e-4, 1)
tau_root = brentq(lambda u: 2 * np.sqrt(u / np.pi) / reduced_dose(u) - 1.1,
                  1, 1e4)
t_scale = D / H**2

# Neglected effects for the main anneal
extrinsic_loss = simulate(T_MAIN, extrinsic=True)[2]
max_factor = extrinsic_factor(1.0)
assert base < extrinsic_loss < lost(T_MAIN, d=D * max_factor) * 1.002
ramp_loss = simulate(T_MAIN, ramp=True)[2]
assert ramp_loss > base
hot_loss = lost(T_MAIN, D * arrhenius(E_DIFF, T + 5),
                H * arrhenius(E_TRANSFER, T + 5))

LATTICE = 0.543          # nm, silicon
SI_PRESSURE = 3e-7       # Torr, rough vapour pressure of silicon
si_mass = 28.086 * const.atomic_mass
si_flux = SI_PRESSURE * const.torr / np.sqrt(2 * np.pi * si_mass * const.k * T)
recession_speed = si_flux / (8 / (LATTICE * 1e-9)**3) * 1e9
recession_loss = simulate(T_MAIN, recession=recession_speed)[2]
swept = simulate(T_MAIN, h=0.0, recession=recession_speed)[2]
assert abs(swept / (recession_speed * T_MAIN) - 1) < 1e-3

# A very large surface store must act as a surface held at zero
sink_loss = simulate(T_MAIN, layer=1e6)[2]
root_law_main = 2 * np.sqrt(D * T_MAIN / np.pi)
assert abs(sink_loss / root_law_main - 1) < 1e-2
storage = []
for binding in (0.25, 0.50):
    layer_depth = LATTICE / 4 * np.exp(binding / (K_EV * T))
    _, c_layer, crystal_loss = simulate(T_MAIN, layer=layer_depth)
    gas_loss = crystal_loss - layer_depth * c_layer[0]
    assert 0 < gas_loss < base < crystal_loss
    storage.append((binding, layer_depth, crystal_loss, gas_loss))

debye = np.sqrt(11.7 * const.epsilon_0 * const.k * T
                / (2 * const.e**2 * N_INTRINSIC * 1e6)) * 1e9


def percent(value):
    return 100 * (value / base - 1)


tau_main = H * H * T_MAIN / D
n_main = exponent(tau_main)
print(f"temperature = {T_CELSIUS:.0f} C; initial doping = {C0:.1e} cm^-3")
print(f"D = {D:.1f} nm^2/s; h = {H:.2f} nm/s (rough values)")
print(f"length D/h = {D / H:.2f} nm; time D/h^2 = {t_scale:.2f} s")
print(f"dose scale C0 D/h = {D / H * DOSE_UNIT:.3e} cm^-2")
print("table: t (s), tau, C(0)/C0, lost dose (cm^-2), exponent n")
for t0 in (0.1, 1.0, 10.0, 100.0, 1000.0):
    u = H * H * t0 / D
    print(f"  {t0:7.1f} {u:9.5f} {w(u):.4f} "
          f"{lost(t0) * DOSE_UNIT:.3e} {exponent(u):.4f}")
print("table: t (s), linear law (cm^-2), square-root law (cm^-2)")
for t0 in (0.1, 1.0, 10.0, 100.0, 1000.0):
    print(f"  {t0:7.1f} {H * t0 * DOSE_UNIT:.3e} "
          f"{2 * np.sqrt(D * t0 / np.pi) * DOSE_UNIT:.3e}")
print(f"limiting laws meet: tau = {tau_cross:.4f}, "
      f"t = {tau_cross * t_scale:.2f} s")
print(f"there: true loss / limiting law = "
      f"{reduced_dose(tau_cross) / tau_cross:.4f}")
print(f"there: exponent n = {exponent(tau_cross):.4f}")
print(f"linear law 10% too high: tau = {tau_linear:.4f}, "
      f"t = {tau_linear * t_scale:.3f} s")
print(f"square-root law 10% too high: tau = {tau_root:.2f}, "
      f"t = {tau_root * t_scale:.0f} s")
print(f"ratio of these two times = {tau_root / tau_linear:.0f}")
print(f"main anneal = {T_MAIN:.0f} s; sqrt(D t) = "
      f"{np.sqrt(D * T_MAIN):.2f} nm")
print(f"main: sensitivity to h = {2 * n_main - 1:.3f}, "
      f"to D = {1 - n_main:.3f}")
print(f"main: finite-volume C(0)/C0 = {surface_grid:.5f}, "
      f"formula = {w(tau_main):.5f}")
print(f"main: finite-volume loss = {base * DOSE_UNIT:.4e} cm^-2, "
      f"formula = {lost(T_MAIN) * DOSE_UNIT:.4e} cm^-2")
print(f"mesh shift of loss, 201 against 401 nodes = {100 * mesh_shift:.4f} %")
print(f"largest profile error, three times = {worst_profile:.1e} of C0")
print(f"largest dose error, three times = {100 * worst_dose:.4f} %")
print("neglected effects: change of loss in the main anneal")
print(f"intrinsic carriers (rough) = {N_INTRINSIC:.1e} cm^-3; "
      f"Debye length = {debye:.2f} nm")
print(f"largest D factor, charged defects and field = {max_factor:.4f}")
print(f"charged defects and field: {percent(extrinsic_loss):+.2f} %")
print(f"activation energies (rough): D {E_DIFF:.1f} eV, "
      f"h {E_TRANSFER:.1f} eV")
print(f"ramps of {RAMP_RATE:.0f} K/s over {RAMP_SPAN:.0f} K: "
      f"{percent(ramp_loss):+.1f} %")
print(f"temperature 5 K higher: {100 * (hot_loss / lost(T_MAIN) - 1):+.1f} %")
print(f"h halved: {100 * (lost(T_MAIN, h=H / 2) / lost(T_MAIN) - 1):+.1f} %; "
      f"h doubled: {100 * (lost(T_MAIN, h=2 * H) / lost(T_MAIN) - 1):+.1f} %")
print(f"silicon vapour pressure (rough) = {SI_PRESSURE:.0e} Torr")
print(f"recession in vacuum = {recession_speed:.4f} nm/s: "
      f"{percent(recession_loss):+.2f} %")
for binding, layer_depth, crystal_loss, gas_loss in storage:
    print(f"surface binding {binding:.2f} eV (assumed): "
          f"store = {layer_depth:.2f} nm of crystal")
    print(f"  loss from crystal {percent(crystal_loss):+.1f} %; "
          f"loss to gas {percent(gas_loss):+.1f} %")
print(f"lost dose / surface sites = "
      f"{lost(T_MAIN) * DOSE_UNIT / (2 / (LATTICE * 1e-7)**2):.2e}")
print("every check passed")
```

Running it gives:

```
temperature = 1100 C; initial doping = 1.0e+18 cm^-3
D = 3.0 nm^2/s; h = 0.50 nm/s (rough values)
length D/h = 6.00 nm; time D/h^2 = 12.00 s
dose scale C0 D/h = 6.000e+11 cm^-2
table: t (s), tau, C(0)/C0, lost dose (cm^-2), exponent n
      0.1   0.00833 0.9048 4.676e+09 0.9674
      1.0   0.08333 0.7425 4.091e+10 0.9073
     10.0   0.83333 0.4526 2.896e+11 0.7814
    100.0   8.33333 0.1854 1.466e+12 0.6324
   1000.0  83.33333 0.0614 5.617e+12 0.5469
table: t (s), linear law (cm^-2), square-root law (cm^-2)
      0.1 5.000e+09 6.180e+10
      1.0 5.000e+10 1.954e+11
     10.0 5.000e+11 6.180e+11
    100.0 5.000e+12 1.954e+12
   1000.0 5.000e+13 6.180e+12
limiting laws meet: tau = 1.2732, t = 15.28 s
there: true loss / limiting law = 0.5248
there: exponent n = 0.7525
linear law 10% too high: tau = 0.0173, t = 0.207 s
square-root law 10% too high: tau = 83.74, t = 1005 s
ratio of these two times = 4843
main anneal = 10 s; sqrt(D t) = 5.48 nm
main: sensitivity to h = 0.563, to D = 0.219
main: finite-volume C(0)/C0 = 0.45262, formula = 0.45261
main: finite-volume loss = 2.8961e+11 cm^-2, formula = 2.8961e+11 cm^-2
mesh shift of loss, 201 against 401 nodes = 0.0012 %
largest profile error, three times = 6.2e-06 of C0
largest dose error, three times = 0.0007 %
neglected effects: change of loss in the main anneal
intrinsic carriers (rough) = 1.0e+19 cm^-3; Debye length = 1.96 nm
largest D factor, charged defects and field = 1.1037
charged defects and field: +1.56 %
activation energies (rough): D 4.0 eV, h 2.0 eV
ramps of 150 K/s over 300 K: +6.8 %
temperature 5 K higher: +6.3 %
h halved: -36.3 %; h doubled: +38.3 %
silicon vapour pressure (rough) = 3e-07 Torr
recession in vacuum = 0.0107 nm/s: +2.46 %
surface binding 0.25 eV (assumed): store = 1.12 nm of crystal
  loss from crystal +7.2 %; loss to gas -10.3 %
surface binding 0.50 eV (assumed): store = 9.29 nm of crystal
  loss from crystal +51.0 %; loss to gas -53.6 %
lost dose / surface sites = 4.27e-04
every check passed
```
